# Does low conductivity in a holey film prove phonon coherence?

**The argument under review**

The manuscript compares a solid film with the same film pierced by a square array of through-holes. At room temperature the holey film conducts less heat. The authors correct the solid-film value for the missing material, find that the measured value is still lower, and assign the remaining factor to a phonon band structure formed by interference between the holes. Their inference is

\[
q\equiv\frac{k_{\rm holey}}{F\,k_{\rm film}}<1
\quad\Longrightarrow\quad\text{coherence},
\]

where \(F\) is the Fourier factor for lost material and \(k_{\rm holey}\) refers to the full cross-section, holes included.

The inference can be examined by applying the authors' procedure to a film whose phonons have no phase. If \(q\) is then equal to one, the argument has force. If \(q\) falls well below one, the reduction needs another kind of evidence before it can be called coherent.

**A model without phases**

I take three equal Debye branches with \(\omega=v|\mathbf k|\), \(v=6000\) m/s and \(5\times10^{28}\) atoms/m³. The bulk collision rate at 300 K is \(1/\tau_\omega=b\omega^2\), with \(b=5\times10^{-17}\) s, so the free path is \(\Lambda_\omega=v\tau_\omega=v/(b\omega^2)\). The holes have period \(a=100\) nm and diameter \(d=60\) nm; the film has thickness \(t=100\) nm. These are round model parameters.

Let \(e_\omega(\mathbf r,\mathbf u)\) be the excess energy density per unit frequency for direction \(\mathbf u\), normalized so that a uniform temperature rise \(\theta\) gives \(e_\omega=C_\omega\theta\). Here \(C_\omega\) is the spectral heat capacity, and \(\langle\cdot\rangle\) is the average over directions. In the relaxation-time approximation the steady linear Boltzmann equation is

\[
v\,\mathbf u\cdot\nabla e_\omega=-\frac{e_\omega-C_\omega\theta}{\tau_\omega},
\qquad
\theta=\frac{\int \langle e_\omega\rangle\tau_\omega^{-1}d\omega}{\int C_\omega\tau_\omega^{-1}d\omega}.
\]

The second relation makes internal collisions conserve energy. Walls are diffuse: they send energy back with an isotropic distribution at unchanged frequency. The dispersion is that of the bulk, and the equation contains energies but no wave amplitudes, so it cannot produce interference or folded bands.

In the bulk, with constant gradient \(\theta'\) along \(x\), the solution is \(e_\omega=C_\omega(\theta-\Lambda_\omega u_x\theta')\). The heat flux is \(\int v\langle u_xe_\omega\rangle d\omega\). Since \(\langle u_x\rangle=0\) and \(\langle u_x^2\rangle=1/3\),

\[
k_{\rm bulk}=\int\frac{C_\omega v\Lambda_\omega}{3}\,d\omega=177\ \text{W/(m K)}.
\]

**The reference film**

Diffuse faces already reduce the conductivity before any hole is made. Write \(e_\omega=C_\omega(\theta+g)\). For energy leaving the lower face with \(u_z=\mu>0\),

\[
\Lambda\mu\,\frac{dg}{dz}+g=-\Lambda u_x\theta',\qquad g(0)=0 .
\]

The boundary value is zero because \(g\) is odd in \(u_x\), so the incoming average that the wall re-emits vanishes. The solution is \(g=-\Lambda u_x\theta'(1-e^{-z/\mu\Lambda})\), and downward directions contribute equally by symmetry. The azimuthal average of \(u_x^2\) is \((1-\mu^2)/2\). Averaging over \(z\), with \(\delta=t/\Lambda\), gives the ratio of film to bulk conductivity for one mode:

\[
\begin{aligned}
s(\delta)&=\frac32\int_0^1(1-\mu^2)\left[1-\frac{\mu}{\delta}\left(1-e^{-\delta/\mu}\right)\right]d\mu\\
&=1-\frac{3}{2\delta}\left[\frac14-E_3(\delta)+E_5(\delta)\right].
\end{aligned}
\]

The first term is \(\tfrac32\cdot\tfrac23=1\). The others use \(\int_0^1(\mu-\mu^3)d\mu=\tfrac14\) and the substitution \(y=1/\mu\), with \(E_n(\delta)=\int_1^\infty y^{-n}e^{-\delta y}dy\). Summed over modes, this gives \(k_{\rm film}=111\) W/(m K).

**What lost material accounts for**

The porosity is \(\varphi=\pi d^2/4a^2=0.283\). The factor \(F\) is smaller than \(1-\varphi\), because heat must also travel around the holes. To estimate it, surround a hole of radius \(R\) by solid out to radius \(r_0\), with \(\varphi=R^2/r_0^2\), and embed this disc in the effective medium. With polar angle \(\alpha\), the temperature in the solid is \(A(r+R^2/r)\cos\alpha\), whose radial derivative vanishes at \(r=R\). Outside it is \(Gr\cos\alpha\). Continuity of temperature and of heat flux at \(r_0\) requires

\[
A(1+\varphi)=G,\qquad k_{\rm solid}A(1-\varphi)=k_{\rm eff}G,
\]

and division gives

\[
F=\frac{k_{\rm eff}}{k_{\rm solid}}\simeq\frac{1-\varphi}{1+\varphi}=0.559 .
\]

For a square array this is an approximation. A numerical solution of Laplace's equation in the actual cell gives 0.5585, which I use below. Material loss alone therefore predicts \(0.5585\times111.1=62.1\) W/(m K).

**What the holes do to ballistic phonons**

The product \(Fk_{\rm film}\) assumes that heat diffuses around the holes with the free paths of the solid film. Here half of the bulk heat flow is carried by phonons with free paths above 78 nm, while the narrowest bridge between holes is \(a-d=40\) nm. Many flights of these long-path phonons therefore end on hole walls.

The Boltzmann equation can be solved for this geometry as a random walk. Inserting \(\theta\) into its gain term gives

\[
\frac{C_\omega\theta}{\tau_\omega}=P_\omega\int\frac{\langle e_{\omega'}\rangle}{\tau_{\omega'}}d\omega',
\qquad
P_\omega=\frac{C_\omega/\tau_\omega}{\int C_{\omega'}\tau_{\omega'}^{-1}d\omega'} .
\]

An energy packet thus flies straight, collides internally at rate \(1/\tau_\omega\), and takes a new frequency from \(P_\omega\) and a random direction. After a long path \(\ell\), lasting a time \(\ell/v\), its diffusivity is \(D=v\langle x^2\rangle/2\ell\). The excess energy per envelope volume is \((1-\varphi)C\theta\), with \(C=\int C_\omega d\omega\). Comparing the flux \(-D\nabla[(1-\varphi)C\theta]\) with \(-k\nabla\theta\) gives

\[
k_{\rm holey}=(1-\varphi)\,C\,D .
\]

With 12,000 packets and \(\ell=10\) µm, the result is \(41.4\pm0.4\) W/(m K). The stated error is the sampling error; the finite path adds a bias. The same method applied to the solid film gives \(109.7\pm1.1\) against the analytic 111.1 W/(m K), so I rely on the walk to a few percent. The authors' procedure now yields

\[
q=\frac{41.4}{62.1}=0.67 .
\]

They would assign a one-third reduction to coherence in a model that has none. The implication stated at the start is therefore false.

A hand estimate shows where the reduction comes from. Isotropic energy strikes a wall at rate \(v/4\) per unit area and unit density, so a packet in solid volume \(V\) with wall area \(S\) travels on average \(L=4V/S\) between hits. Per cell,

\[
L=\frac{4(1-\varphi)a^2t}{2(1-\varphi)a^2+\pi dt}=86.4\ \text{nm},
\]

and counting hits in the walk also gives 86.4 nm. If wall and internal collision rates are simply added,

\[
k_{\rm holey}\approx F\int\frac{C_\omega v}{3}\,\frac{d\omega}{1/\Lambda_\omega+1/L}=46\ \text{W/(m K)} .
\]

This lies 12% above the walk. Adding the rates ignores where the walls are, so the formula serves for orientation and not for isolating a small coherent remainder.

**Three further arguments that need care**

*Smooth walls.* The authors might reply that their walls are not diffuse. Making every wall specular in the particle model, at fixed geometry, raises the conductivity to \(56.0\pm0.8\) W/(m K), so diffuseness matters. The reduction nevertheless survives. Specular faces reverse only \(u_z\), which leaves the solid film at its bulk conductivity, and the material-loss value becomes 99.1 W/(m K). The ratio is then \(56.0/99.1\approx0.57\), uncertain by about 0.02 since the walk is good to a few percent, and even lower than 0.67. Added rates make this plausible: a hole-scattering length \(L_h\) multiplies a mode's conductivity by \(1/(1+\Lambda_0/L_h)\), which is smaller when the free path \(\Lambda_0\) without holes is longer. The factor \(q\) therefore measures neither coherence nor diffuseness by itself.

*Dependence on size.* Enlarging \(a\), \(d\) and \(t\) fourfold leaves \(F\) unchanged but raises \(q\) to \(0.82\pm0.01\). A reduction that weakens with growing period is thus also found without phases. The approach to \(q=1\) is slow. At low frequency \(C_\omega\propto\omega^2\) and \(\Lambda_\omega\propto\omega^{-2}\), so the conductivity per unit frequency tends to a constant \(\kappa_0\). With \(\omega_L^2=v/(bL)\), added rates remove

\[
\kappa_0\int_0^\infty\frac{\omega_L^2}{\omega^2+\omega_L^2}\,d\omega=\frac{\pi}{2}\kappa_0\omega_L\propto L^{-1/2}
\]

when \(\omega_L\) is far below the Debye cutoff. The solid film's own loss scales in the same way with its thickness. Writing \(k_{\rm holey}/F=k_{\rm bulk}(1-l_h)\) and \(k_{\rm film}=k_{\rm bulk}(1-l_f)\) gives \(1-q=(l_h-l_f)/(1-l_f)\simeq l_h-l_f\) for small losses, so fourfold size should then halve \(1-q\). The computed change is from 0.33 to 0.18. The condition is only roughly met here, since \(\omega_L\) is 0.43 of the cutoff at the smaller size and 0.22 at the larger, so these two values illustrate the slow approach but do not test the power law.

*Order against disorder.* A better experiment displaces the holes while keeping their number, diameter and wall area fixed. The phase-free model supplies its baseline. For one arrangement with diffuse walls and random displacements of up to 15 nm along each axis, the conductivity changes by \(-1.5\pm1.3\)%, which is not resolved from zero. For a real film the baseline must be computed with its own walls and phonon spectrum; a measured change well beyond that baseline and the fabrication error would be evidence for phase effects. A null result would show insensitivity to that degree of disorder, and no more.

**Why temperature matters**

A band structure of the periodic array requires reflections whose phases repeat from hole to hole; static roughness scrambles this regular relation. For Gaussian wall heights \(h\) of rms value \(\eta\), varying slowly along the wall, a wave of wavenumber \(k_w\) at angle \(\vartheta\) from the normal acquires the phase \(2k_wh\cos\vartheta\). Its mean amplitude is \(\exp(-2k_w^2\eta^2\cos^2\vartheta)\); squaring gives the specular fraction. Weighting with the incident flux, \(2\mu\,d\mu\) for \(\mu=\cos\vartheta\),

\[
\bar p=\int_0^1 2\mu\,e^{-g\mu^2}d\mu=\frac{1-e^{-g}}{g},\qquad g=4k_w^2\eta^2 .
\]

For \(\eta=1\) nm, the average of \(\bar p\) at 300 K is 0.004 when weighted by heat capacity and 0.07 when weighted by bulk heat flow. The capacity-weighted mean wavelength is 0.7 nm. At 1 K it is 80 nm, and the capacity-weighted specularity is 0.97. Roughness of this size therefore speaks against coherence at room temperature but not at low temperature, where coherence is far more plausible. The objection to inferring coherence from \(q<1\) alone stands at any temperature, because flights that end on hole walls lower \(q\) without phases there too. Near 1 K, however, the wavelength exceeds the 40 nm bridge and approaches the film thickness, so straight flights with the bulk dispersion no longer give a quantitative baseline there. Smoother walls weaken the roughness argument: while \(g\) is large for most modes, the heat-flow average scales as \(1/\eta\), so \(\eta=0.3\) nm would give about 0.2. Specularity is in any case not sufficient, since phase must also survive internal collisions over several periods.

**Comparison with real films**

Silicon is the natural comparison. Its bulk conductivity at room temperature, roughly 150 W/(m K), is near the model's, but much of its heat is carried by phonons with longer free paths. A solid silicon film 100 nm thick conducts roughly 60 W/(m K), about half the model value, so the absolute conductivities above should not be used for silicon; \(q\) would have to be recomputed with silicon's own spectrum. Real holes may also have a damaged or oxidized rim. If a 5 nm rim conducts negligibly, the effective diameter is 70 nm, \(\varphi\) becomes 0.385, and the closed form gives \(F=0.615/1.385=0.44\), a drop of 21% from 0.559. Even if heat flow were purely diffusive, an overlooked rim would thus lower \(q\) by about a fifth without any coherence.

**Recommendation**

The reported reduction is compatible with coherence but does not establish it. The authors should compute the phase-free conductivity with the measured geometry, rim and bulk spectrum, state its uncertainty, and base any coherent claim on a difference from that value, preferably in an order–disorder comparison or in its temperature dependence. Agreement with the phase-free value would not exclude coherence either, since a modest coherent contribution could hide within the uncertainties of roughness and free paths. The numerical output below lists the results of the model calculations.

## Calculated quantities

```
sound speed: 6000 m/s
atom density: 5.0e+28 1/m^3
rate coefficient b: 5.0e-17 s
temperature: 300 K
period, hole diameter, thickness: 100, 60, 100 nm
Debye cutoff frequency: 8.616e+13 rad/s
heat capacity: 1.647e+06 J/(m^3 K)
shortest bulk mean free path: 16.2 nm
mean free path at half of bulk heat flow: 78.5 nm
porosity: 0.2827
solid fraction: 0.7173
loss factor, Laplace solution: 0.5585
loss factor, closed form: 0.5592
bulk conductivity: 177.4 W/(m K)
solid film, analytic: 111.1 W/(m K)
solid film, walk: 109.7 +- 1.1 W/(m K)
solid film with material loss only: 62.1 W/(m K)
holey film, diffuse walls: 41.4 +- 0.4 W/(m K)
holey film / solid film: 0.372
holey film / bulk: 0.233
spurious coherence factor q: 0.667 +- 0.006
mean chord 4V/S: 86.43 nm
mean path per wall hit, counted: 86.41 nm
rough mean-chord estimate of k: 46.4 W/(m K)
holey film, specular walls: 56.0 +- 0.8 W/(m K)
bulk with material loss only: 99.1 W/(m K)
fourfold size, solid film: 140.6 W/(m K)
fourfold size, holey: 64.4 +- 1.0 W/(m K)
fourfold size, q: 0.821 +- 0.012
largest hole displacement per axis: 15 nm
displaced holes: 40.7 +- 0.4 W/(m K)
change on displacement: -1.5 +- 1.3 percent
wall roughness: 1.0 nm
mean wavelength at 300 K, capacity weight: 0.68 nm
mean wavelength at 1 K, capacity weight: 80 nm
mean specularity at 300 K, capacity weight: 0.0039
mean specularity at 300 K, bulk heat-flow weight: 0.0680
mean specularity at 1 K, capacity weight: 0.9741
```
